\section*{Low-temperature Fermi level in gold-doped germanium with 1.5 donors per gold}

\section*{Question}

I have germanium doped with gold and with shallow donors, 1.5 donors for every gold atom. I am asked for the Fermi level at low temperature, and to show that it ``pins near the second acceptor level'', 0.20~eV below the conduction band.

I know that gold can take up several electrons. But there are more donors than gold atoms, so why doesn't the Fermi level go up to the shallow donors, as in ordinary n-type material? And if it does stop at the second acceptor level, does ``near'' mean that it sits exactly there or a little off? I would also like to know how far I can warm the crystal before the answer fails.

\section*{Answer}

Count electrons first. The shallow donors lie above all the gold acceptor levels, so at low temperature their electrons drop into the gold. One gold atom can take three, and you supply only 1.5. The first electron per atom fills the first acceptor level, and the remaining half electron per atom half-fills the second. A partly filled level holds the Fermi level. The statistics below make this precise and give the offset.

\subsection*{Conventions and model}

Energies are measured from the conduction-band edge, $E_c=0$. Let $N$ be the gold density, $N_D$ the shallow-donor density and $r=N_D/N$. Let $j$ be the number of electrons a gold atom holds beyond neutral Au$^0$, so that its charge is $-j$. Gold also has a donor state Au$^+$, with $j=-1$. The acceptor level $E_j$ is the energy needed to add the $j$th electron. With rough typical values and a gap of 0.74~eV,
\[
E_1=-0.59,\qquad E_2=-0.20,\qquad E_3=-0.04\ \text{eV},
\]
while the gold donor level is at $-0.70$~eV and the shallow donor level at $E_d=-0.010$~eV.

The gold atoms are taken as independent, with sharp levels at fixed depths, and the crystal is in thermal equilibrium in the dark. Charge state $j$ has degeneracy $g_j$. I use $g_0,g_1,g_2,g_3=4,6,4,1$, the number of ways to place 3, 2, 1 or 0 holes in a fourfold state; Au$^+$, with four holes, has degeneracy 1. This is a model choice, and it will drop out of the zero-temperature limit.

\subsection*{Occupation of the second level}

In equilibrium, a state with $j$ electrons and energy $E(j)$ has probability $f_j\propto g_j\exp\{[jE_F-E(j)]/kT\}$. Dividing the probabilities for $j=2$ and $j=1$, and using $E(2)-E(1)=E_2$, gives
\begin{equation}
\frac{f_2}{f_1}=\frac{g_2}{g_1}\exp\!\left(\frac{E_F-E_2}{kT}\right).
\label{ratio}
\end{equation}

Charge neutrality supplies the other condition. With free holes $p$, free electrons $n$ and ionized donors $N_D^+$,
\begin{equation}
p+N_D^+=n+N\langle j\rangle .
\label{neutral}
\end{equation}
Suppose that $E_F$ is close to $E_2$. At low temperature $n$, $p$, the neutral donors and the other gold states are then all exponentially rare, since each costs an energy of many $kT$. What remains is $N_D=N\langle j\rangle$ with $f_1+f_2=1$:
\[
r=f_1+2f_2=1+f_2
\quad\Longrightarrow\quad
f_2=r-1,\qquad f_1=2-r .
\]
Both fractions are positive for $1<r<2$. Inserting them in Eq.~(\ref{ratio}) and taking the logarithm,
\begin{equation}
E_F=E_2+kT\ln\!\left[\frac{g_1}{g_2}\,\frac{r-1}{2-r}\right],
\qquad 1<r<2 .
\label{main}
\end{equation}
For $r=1.5$ the second factor is $0.5/0.5=1$, and
\begin{equation}
\boxed{E_F=E_2+kT\ln\frac{g_1}{g_2}\;\longrightarrow\;-0.20\ \text{eV}\quad(T\to0).}
\end{equation}
So in this model the Fermi level tends exactly to the second acceptor level as $T\to0$. At finite temperature it is off by a term of order $kT$.

\subsection*{Where the offset comes from}

The offset is an entropy effect, and a fixed number of electrons shows it. Take $M$ gold atoms, $k$ of them Au$^{2-}$ and the rest Au$^-$. Apart from a constant factor, the partition function is
\[
Z_k=\binom{M}{k}g_1^{M-k}g_2^{k}\,e^{-kE_2/k_BT},
\]
where $k_B$ is written out to separate it from the integer $k$. The chemical potential is the free-energy change per added electron, centred on $k$:
\[
E_F=-\frac{k_BT}{2}\ln\frac{Z_{k+1}}{Z_{k-1}}
=E_2+k_BT\ln\frac{g_1}{g_2}
-\frac{k_BT}{2}\ln\frac{(M-k)(M-k+1)}{k(k+1)} .
\]
At $k=M/2$ the last fraction is 1. The number of ways to choose the doubly charged atoms is then stationary, and what is left is the change in internal degeneracy when one atom goes from Au$^-$ to Au$^{2-}$. The same count for 40 atoms with all five charge states at 77~K gives $E_F=-0.19731$~eV, in agreement with Eq.~(\ref{main}).

\subsection*{Numbers at 77 K}

Take $N=1.0\times10^{15}$ and $N_D=1.5\times10^{15}$~cm$^{-3}$. With $kT=6.635$~meV,
\[
E_F-E_2=6.635\ln\frac{6}{4}=2.69\ \text{meV},
\qquad E_F=-0.1973\ \text{eV}.
\]

Now check the assumption that everything else is rare. Solving Eq.~(\ref{neutral}) with both bands, the donor occupation and all five gold states gives the same $E_F$. The Au$^-$ and Au$^{2-}$ fractions are each 0.50, the Au$^{3-}$ fraction is $6\times10^{-12}$, and a fraction $1\times10^{-12}$ of the shallow donors is neutral. With the effective density of states $N_c=1.34\times10^{18}$~cm$^{-3}$, the free-electron density is
\[
n=N_ce^{E_F/kT}=1.34\times10^{18}\,e^{-0.19731/0.006635}
\approx1.6\times10^{5}\ \text{cm}^{-3}.
\]
Although donors outnumber gold atoms, almost no electrons are free.

\subsection*{How much does the ratio 1.5 matter?}

Differentiating Eq.~(\ref{main}) with respect to $r$,
\[
\frac{dE_F}{dr}=kT\left(\frac1{r-1}+\frac1{2-r}\right)
=\frac{kT}{(r-1)(2-r)},
\]
which is $4kT$ at $r=1.5$, or 26.5~meV per unit of $r$ at 77~K. An error of 0.1 in $r$ thus moves $E_F$ by less than 3~meV. Even at $r=1.01$ and $r=1.99$ the full solution gives $-0.228$ and $-0.167$~eV. This weak dependence is what pinning means here.

At an integer ratio no level is partly filled and the pinning is lost. For $r=2$ nearly every atom is Au$^{2-}$. Below about 40~K free electrons are much rarer even than the few Au$^-$ and Au$^{3-}$, so neutrality requires these two to balance, $f_1=f_3$. Since
\[
\frac{f_3}{f_1}=\frac{g_3}{g_1}\exp\!\left(\frac{2E_F-E_2-E_3}{kT}\right)=1,
\]
it follows that
\[
E_F=\frac{E_2+E_3}{2}+\frac{kT}{2}\ln\frac{g_1}{g_3}.
\]
At 20~K this is $-0.1185$~eV, midway between the two levels apart from the small entropy term, and the full solution agrees.

Other half-integer ratios pin $E_F$ at other levels. At 4~K the full solution gives $-0.590$~eV for $r=0.5$ (first acceptor level) and $-0.040$~eV for $r=2.5$ (third). The ordinary n-type behaviour you expected appears for $r>3$, when the gold is full: at $r=3.5$ and 4~K the Fermi level is at $-0.011$~eV, next to the shallow donors. The third acceptor level is so shallow that it pins $E_F$ only well below 77~K. At 77~K it has mostly emptied into the conduction band, and $E_F$ lies at $-0.053$~eV for $r=2.5$ and $-0.046$~eV for $r=3.5$.

\subsection*{How far can you warm it?}

Heating lifts electrons from Au$^{2-}$ into the conduction band. Keep $n$ in the neutrality condition at $r=1.5$, still neglecting the other rare species:
\[
1.5N=n+N(1+f_2)
\quad\Longrightarrow\quad
f_2=\frac12-\frac nN,\qquad f_1=\frac12+\frac nN .
\]
Define $n_1=N_c(g_1/g_2)e^{E_2/kT}$. Because $n=N_ce^{E_F/kT}$, Eq.~(\ref{ratio}) reads $f_2/f_1=n/n_1$. Hence
\[
n\left(\frac N2+n\right)=n_1\left(\frac N2-n\right)
\quad\Longrightarrow\quad
n^2+n\left(\frac N2+n_1\right)-\frac{n_1N}{2}=0 ,
\]
whose positive root gives $E_F=kT\ln(n/N_c)$. Since $n=n_1$ would reproduce the pinned value, the shift from it is
\[
\Delta E_F=kT\ln\frac{n}{n_1}
=kT\ln\frac{1-2n/N}{1+2n/N}
\approx-4kT\,\frac{n_1}{N}
\qquad(n_1\ll N).
\]
The last step uses $\ln(1\pm x)\approx\pm x$ and $n\approx n_1$.

At 150~K the shift is only $-0.05$~meV. It reaches $-5$~meV at about 200~K. At 300~K, with the level depths held fixed, $n=4.4\times10^{14}$~cm$^{-3}$. That is most of the $5\times10^{14}$~cm$^{-3}$ electrons that half-filled the second level, and $E_F$ has fallen to $-0.26$~eV. Here, then, ``low temperature'' means below roughly 200~K. A lower gold density lowers this limit, because the shift depends on $n_1/N$.

\subsection*{The real crystal}

The gold density used here is a plausible doping level, below a solubility limit of roughly $10^{16}$~cm$^{-3}$. The level positions are rough, so the absolute answer is no better than the 0.20~eV you were given. Real crystals also depart from the model in these ways:

\begin{itemize}
\item \textbf{Residual shallow acceptors} capture donor electrons, so $r$ must be read as $(N_D-N_A)/N$. For $N_A=10^{14}$~cm$^{-3}$, $r$ becomes 1.4 and $E_F$ moves down by 2.7~meV at 77~K.
\item \textbf{Degeneracies} are uncertain. If the two-hole states of Au$^-$ were split so that a singlet alone mattered, $g_1/g_2$ would be $1/4$ and the offset at 77~K would be $-9.2$~meV instead of $+2.7$~meV. The limit $T\to0$ would not change.
\item \textbf{Random charges} spread the levels. Two unit charges at the mean ion spacing of 74~nm, with a permittivity of 16, have a Coulomb energy of 1.2~meV. Many random ions act on each gold atom, so the spread is several times larger, a few meV. If the spread were symmetric about $E_2$, it would not move $E_F$ at half filling: the occupation minus one half is an odd function of energy about $E_F-kT\ln(g_1/g_2)$, so its average vanishes when that point is $E_2$. The real spread is not centred on $E_2$, however: each negative gold ion pushes electrons off neighbouring gold atoms, which lowers its own level, and $E_F$ stays about 1~meV below $E_2$ even as $T\to0$. Away from half filling even a symmetric spread matters: at $r=1.7$ and 4~K, a Gaussian spread of only 1.2~meV raises $E_F$ by 0.4~meV, and a wider one raises it more.
\item \textbf{The gap shrinks} on heating, by about 9~meV from 0 to 77~K and 80~meV to 300~K. If the second level kept its distance from the valence band instead of the conduction band, its depth below $E_c$ would fall by these amounts. The 200~K limit and the 300~K figures above, both found with fixed level depths, are therefore only indicative; in that case the limit would be lower.
\end{itemize}

At 77~K each of these changes $E_F$ by at most about 12~meV for the values assumed, small beside 0.20~eV. Uneven doping can do more harm: if the ratio lies clearly below 1 or above 2 throughout a region several micrometres wide, the Fermi level there leaves the second acceptor level altogether. In a layer only about 0.1~$\mu$m thick, barely more than the mean ion spacing, charge exchanged with the surroundings keeps it within about 20~meV of that level at 77~K for local ratios from 0.5 to 3.5 at the gold density used here. Light also breaks the equilibrium assumed here. The numerical output below lists the values at other temperatures and donor ratios.

\section*{Numbers as computed}
\begin{verbatim}
Inputs (rough typical values for Ge with Au)
gold density 1.00e+15 cm^-3, donors 1.50e+15 cm^-3
gap 0.74 eV; shallow donor level -0.010 eV from Ec
gold levels from Ec (eV): -0.70 -0.59 -0.20 -0.04
degeneracies Au+ Au0 Au- Au2- Au3-: 1 4 6 4 1
kT at 77 K = 6.635 meV
Nc at 77 K = 1.341e+18 cm^-3
canonical count, 40 gold atoms: E_F = -0.19731 eV
E_F at 77 K: full -0.19731, formula -0.19731 eV from Ec
shift from E2 = 2.690 meV
fractions Au+ Au0 Au- Au2- Au3-: 2.07e-60 6.62e-27 5.00e-01 5.00e-01 6.32e-12
neutral fraction of shallow donors = 1.1e-12
free electrons = 1.63e+05 cm^-3
Donor ratio r, full E_F, formula E_F (eV) at 77 K
  1.01  -0.22780  -0.22780
  1.10  -0.21189  -0.21189
  1.50  -0.19731  -0.19731
  1.90  -0.18273  -0.18273
  1.99  -0.16682  -0.16682
dE_F/dr at r=1.5: 26.54 meV; 4kT = 26.54 meV
Staircase at 4 K: r, full E_F (eV)
  0.5  -0.59014
  1.5  -0.19986
  2.5  -0.03952
  3.5  -0.01086
r=2 at 20 K: full -0.11846, midpoint formula -0.11846 eV
T (K), full E_F, plateau E_F (eV), free electrons (cm^-3)
  4  -0.19986  -0.19986  2.44e-236
  20  -0.19930  -0.19930  1.07e-33
  77  -0.19731  -0.19731  1.63e+05
  150  -0.19481  -0.19476  1.04e+12
  200  -0.19719  -0.19301  6.03e+13
  250  -0.21985  -0.19126  2.90e+14
  300  -0.26020  -0.18952  4.39e+14
carrier shift at 150 K: full -0.0539, first order -0.0539 meV
carriers lower E_F by 5 meV at T = 203.2 K
Neglected effects
Au- singlet (g1=1): E_F-E2 at 77 K = -9.20 meV
residual acceptors 1e+14 cm^-3: E_F moves -2.69 meV at 77 K
ion spacing 73.7 nm, Coulomb spread 1.22 meV (permittivity 16)
shift by this spread at 4 K: r=1.5 0.0000 meV, r=1.7 0.424 meV
gap shrinkage from 0 to 77 K = 9.1 meV
gap shrinkage from 0 to 300 K = 80.2 meV
carrier degeneracy correction at 300 K = 1.5e-05 (relative)
\end{verbatim}
